# Kleinman's internal-strain parameter of silicon from two elastic constants

## Problem

When silicon is sheared, the strain fixes the shape of the unit cell but not the positions of both atoms in it. The two face-centred cubic sublattices may also shift against each other. Kleinman's parameter $\zeta$ measures this shift. Once it is known, the relative positions of the atoms in a uniformly and weakly sheared crystal follow from the strain.

Let $a$ be the cubic lattice constant and $d=\sqrt3\,a/4$ the bond length. The four bonds from an atom of sublattice A to its neighbours on B are $\mathbf R_i=(a/4)\,\mathbf s_i$, with

$$\mathbf s_1=(1,1,1),\quad \mathbf s_2=(1,-1,-1),\quad \mathbf s_3=(-1,1,-1),\quad \mathbf s_4=(-1,-1,1).$$

Under a small symmetric strain $e$, the bonds become $\mathbf r_i=(1+e)\mathbf R_i+\mathbf u$, where $\mathbf u$ is the extra shift of B relative to A. For a shear $\gamma=2e_{xy}$, define $\zeta$ by

$$u_z=-\zeta\,\frac{a\gamma}{4}.$$

Keating's model without Coulomb terms has the energy

$$E=\frac{3}{8d^2}\Big[\alpha\sum_{\text{bonds}}(\mathbf r\cdot\mathbf r-d^2)^2+\beta\sum_{\text{angles}}\big(\mathbf r_i\cdot\mathbf r_j+\tfrac13d^2\big)^2\Big],$$

with each bond and each angle between two bonds at an atom counted once. Given $c_{11}=165.7$ GPa and $c_{12}=63.9$ GPa, find $\zeta$.

## Hints

1. Both brackets vanish in the unstrained crystal. To what order in $e$ and $\mathbf u$ must the scalar products be known?
2. Two strains with only normal components along the cubic axes give two equations for $\alpha$ and $\beta$. Use the twofold axes to decide whether $\mathbf u$ can appear.
3. Under the shear, sort the six angles at an atom by whether their two bonds have equal or opposite signs of $s_z$.
4. The crystal chooses the shift that minimizes the energy at fixed $\gamma$.

## Solution

**Quadratic energy.** In the unstrained crystal, $\mathbf R_i\cdot\mathbf R_j=(a^2/16)\,\mathbf s_i\cdot\mathbf s_j$. This is $3a^2/16=d^2$ for $i=j$ and $-a^2/16=-d^2/3$ for $i\ne j$, so every bracket is zero. To second order in the energy, only the first-order changes of the products are needed:

$$\delta_{ij}=2\,\mathbf R_i\cdot e\,\mathbf R_j+\mathbf u\cdot(\mathbf R_i+\mathbf R_j).$$

The prefactor is $3/(8d^2)=2/a^2$. The primitive cell has volume $a^3/4$ and holds two atoms, four bonds and twelve angles. The bonds seen from a B atom are $-\mathbf r_i$, which leaves the products unchanged, so the six angles at B repeat those at A.

**Strain along one axis.** Let $e_{xx}=\varepsilon$ be the sole strain. The twofold rotations about $x$, $y$ and $z$ through an atom remain symmetries. No nonzero vector is unchanged by all three, so $\mathbf u=0$. Then $\delta_{ij}=(a^2\varepsilon/8)\,s_{ix}s_{jx}$, whose square is $a^4\varepsilon^2/64$ for every bond and angle. Hence

$$E=\frac{2}{a^2}(4\alpha+12\beta)\frac{a^4\varepsilon^2}{64}=\frac{a^2\varepsilon^2}{8}(\alpha+3\beta).$$

Division by $a^3/4$ gives the density $(\alpha+3\beta)\varepsilon^2/(2a)$. Elasticity theory gives $\tfrac12c_{11}\varepsilon^2$, so

$$c_{11}=\frac{\alpha+3\beta}{a}.$$

**Equal strains along two axes.** Let $e_{xx}=e_{yy}=\varepsilon$. Again $\mathbf u=0$, by the same symmetry, and

$$\delta_{ij}=\frac{a^2\varepsilon}{8}(s_{ix}s_{jx}+s_{iy}s_{jy}).$$

For a bond the sum in parentheses is 2. For an angle, $\mathbf s_i\cdot\mathbf s_j=-1$ turns it into $-1-s_{iz}s_{jz}$. This is $-2$ for the pairs (1,4) and (2,3), which have equal signs of $s_z$, and zero for the other four. With two atoms, four angles per cell contribute:

$$E=\frac{2}{a^2}(4\alpha+4\beta)\frac{a^4\varepsilon^2}{16}=\frac{a^2\varepsilon^2}{2}(\alpha+\beta).$$

The density is $2(\alpha+\beta)\varepsilon^2/a$, while elasticity theory gives $\tfrac12c_{11}(\varepsilon^2+\varepsilon^2)+c_{12}\varepsilon^2=(c_{11}+c_{12})\varepsilon^2$. Therefore

$$c_{11}+c_{12}=\frac{2(\alpha+\beta)}{a},\qquad c_{12}=\frac{\alpha-\beta}{a},$$

where the second equation follows by subtracting $c_{11}$.

**Shear and sublattice shift.** Now $e_{xy}=e_{yx}=\gamma/2$. Of the three twofold axes only the one along $z$ survives, so $\mathbf u$ may point along $z$. The changes are

$$\delta_{ij}=\frac{a^2\gamma}{16}(s_{ix}s_{jy}+s_{iy}s_{jx})+\frac{a u_z}{4}(s_{iz}+s_{jz}).$$

For a bond, $i=j$, and each of the four vectors obeys $s_xs_y=s_z$. Thus

$$\delta_{ii}=s_{iz}\Big(\frac{a^2\gamma}{8}+\frac{au_z}{2}\Big)=s_{iz}\frac{a^2\gamma}{8}(1-\zeta).$$

For the pair (1,4) the two sums in parentheses are $-2$ and $+2$. For (2,3) they are $+2$ and $-2$. For the remaining pairs both are zero. The contributing angles therefore have

$$\delta_{ij}=\mp\Big(\frac{a^2\gamma}{8}-\frac{au_z}{2}\Big)=\mp\frac{a^2\gamma}{8}(1+\zeta).$$

The relative sign has reversed. A shift that relieves the bonds loads the angles. With four bonds and four contributing angles per cell,

$$\frac{E}{a^3/4}=\frac{4}{a^3}\cdot\frac{2}{a^2}\cdot4\cdot\frac{a^4\gamma^2}{64}\big[\alpha(1-\zeta)^2+\beta(1+\zeta)^2\big]=\frac{\gamma^2}{2a}\big[\alpha(1-\zeta)^2+\beta(1+\zeta)^2\big].$$

Setting the derivative with respect to $\zeta$ to zero gives $-\alpha(1-\zeta)+\beta(1+\zeta)=0$, or

$$\zeta=\frac{\alpha-\beta}{\alpha+\beta}.$$

For positive $\alpha$ and $\beta$ the second derivative is positive, so this is the minimum. The equations for $c_{12}$ and $c_{11}+c_{12}$ supply the numerator and the denominator:

$$\boxed{\zeta=\frac{2c_{12}}{c_{11}+c_{12}}}$$

The lattice constant has cancelled. For silicon,

$$\zeta=\frac{2\times63.9}{165.7+63.9}=\frac{127.8}{229.6}=0.5566\approx0.56.$$

**Meaning and limits.** At $\zeta=0$ the atoms follow the homogeneous strain. At $\zeta=1$ the bond lengths are unchanged to first order and the angles take up the shear. The force constants show why silicon lies between:

$$\frac{\beta}{a}=\frac{c_{11}-c_{12}}{4}=25.45\ \text{GPa},\qquad \frac{\alpha}{a}=\frac{c_{11}+3c_{12}}{4}=89.35\ \text{GPa}.$$

The angle constant is smaller than the bond constant by the factor $\beta/\alpha=0.285$, so the shift favours the bonds. This is a ratio of Keating's constants, not of pure angle and bond stiffness, because the $\beta$ bracket also changes when bond lengths change at a fixed angle. If $\alpha=\beta$, the two demands balance and both $\zeta$ and $c_{12}$ vanish. As $\beta\to0$ at fixed $\alpha$, $\zeta\to1$, but the crystal then loses its resistance to shear.

That loss can be read from the shear constant. At the minimum, $1-\zeta=2\beta/(\alpha+\beta)$ and $1+\zeta=2\alpha/(\alpha+\beta)$. The square bracket becomes $4\alpha\beta/(\alpha+\beta)$, and comparison with $\tfrac12c_{44}\gamma^2$ gives

$$c_{44}=\frac{4\alpha\beta}{a(\alpha+\beta)}=\frac{4\times89.35\times25.45}{114.80}\ \text{GPa}=79.2\ \text{GPa}.$$

With the shift forbidden, $\zeta=0$ would give $(\alpha+\beta)/a=114.8$ GPa. The internal shift thus removes 31% of the clamped shear stiffness in this model. The measured $c_{44}$ of silicon, which was not used as an input, is roughly 80 GPa.

## Variation 1: a channel under tension

**Question.** A silicon channel carries a uniform tension of 1 GPa along [110], a rough scale for strained transistors. Take $a=0.543$ nm, a rough value. How far do the sublattices shift, and does the linear result still hold?

**Solution.** The stress components are $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=0.5$ GPa. The shear strain is $\gamma=0.5/79.23=0.631\%$, so

$$u_z=-\frac{0.5566\times543\ \text{pm}\times0.00631}{4}=-0.48\ \text{pm}.$$

The shear part of the relative bond stretch is $\delta_{ii}/(2d^2)=s_{iz}\gamma(1-\zeta)/3$. Its magnitude is 0.093%, against 0.210% without the shift at the same $\gamma$. The negative $u_z$ shortens the two bonds with $s_z=+1$, which the shear had lengthened.

The normal stresses add $e_{xx}=e_{yy}=0.277\%$ and $e_{zz}=-0.214\%$, from $(c_{11}+c_{12})e_{xx}+c_{12}e_{zz}=0.5$ GPa and $2c_{12}e_{xx}+c_{11}e_{zz}=0$. To size the nonlinearity, hold all these strains fixed and find numerically the $u_z$ at which the derivative of the full Keating energy vanishes. The effective $\zeta=-4u_z/(a\gamma)$ is then 0.558, which is 0.3% above the linear value. This shows that the linear result holds within the model. It fixes neither the sign nor the size of the correction in real silicon, because the model was not fitted to anharmonic data. Its optical mode stiffens when the crystal expands (Grüneisen parameter about $-0.6$), whereas the measured mode softens (about $+1$).

Temperature also matters little. With rough relative slopes of $-7\times10^{-5}$ K$^{-1}$ for $c_{11}$ and $-9\times10^{-5}$ K$^{-1}$ for $c_{12}$, heating from 300 to 400 K lowers $\zeta$ by 0.0008. To first order only the difference of the two slopes enters, so slopes this rough fix neither the sign nor the exact size of the change.

## Variation 2: other data for the same parameter

**Question.** How much does $\zeta$ change if it is inferred from (a) $c_{11}-c_{12}$ and a rough measured $c_{44}$ of 80 GPa, or (b) $c_{12}$ and the rough measured wavenumber of the zone-centre optical mode, 520 cm$^{-1}$?

**Solution (a).** Since $1+\zeta=2\alpha/(\alpha+\beta)$, the shear constant can be written $c_{44}=(2\beta/a)(1+\zeta)$. With $4\beta/a=c_{11}-c_{12}$,

$$\zeta=\frac{2c_{44}}{c_{11}-c_{12}}-1=\frac{160}{101.8}-1=0.572.$$

A change of 1 GPa in $c_{44}$ moves this by 0.02, so the rounded input cannot distinguish 0.57 from 0.56.

**Solution (b).** In the optical mode the sublattices move against each other without strain. For a shift $u$ along $z$, the four bonds and the four contributing angles each have $\delta^2=a^2u^2/4$. The energy per cell is therefore

$$E=\frac{2}{a^2}\cdot4(\alpha+\beta)\frac{a^2u^2}{4}=2(\alpha+\beta)u^2.$$

For two atoms of mass $M$ the reduced mass is $M/2$. Equating $E$ to $\tfrac12(M/2)\omega^2u^2$ gives $M\omega^2=8(\alpha+\beta)$. With $M=28.09$ u and $a=0.543$ nm, the values of $\alpha/a$ and $\beta/a$ found above predict 549 cm$^{-1}$, so the model is too stiff against the shift.

Now keep the coupling $\alpha-\beta=ac_{12}$ from the model, but take the stiffness $\alpha+\beta$ from the measured mode:

$$\zeta=\frac{8ac_{12}}{M\omega^2}=0.5566\left(\frac{549}{520}\right)^2=0.62.$$

This is a hybrid estimate, since two force constants cannot fit $c_{11}$, $c_{12}$ and the mode together. It is not an improvement on 0.56: the equality of the coupling with $ac_{12}$ is itself a property of Keating's form, and nothing here tests it for real silicon.

**How far to trust the number.** With silicon's data, the three estimates run from 0.56 to 0.62. Their spread is much larger than the strain and temperature effects of Variation 1, but it is not an error bound and need not contain the real value. A two-constant model built on true bond lengths and true angles, fitted to the same $c_{11}$ and $c_{12}$, gives $\zeta=(c_{11}+8c_{12})/(7c_{11}+2c_{12})=0.526$. Published density-functional values lie near 0.53 and X-ray values near $0.54\pm0.04$, at or below the low end of the range. All three rest on Keating's model, and the misfit of the optical mode shows that its two short-range force constants do not describe silicon fully. For the missing Coulomb terms, symmetry helps in bulk silicon: inversion about a bond centre exchanges the two atoms, so their dynamical charges are equal, and neutrality makes them zero. A sublattice shift then creates no dipole to first order. In a polar crystal such as InP this argument fails. Real channels also have interfaces and strain gradients. The $\zeta$ found here is defined for uniform strain in the bulk. The estimates above cover neither strain gradients nor the atomic layers next to an interface.

Numbers in the example were calculated in double precision.
